# Inverse dielectric susceptibility and squared spontaneous magnetization under biquadratic coupling, part 1

(Sections cited here and not found follow in the second part.)

## First derivation: the equations of state

### The result

Let a crystal be paraelectric, so that its polarization \(P\) vanishes when the electric field \(E\) vanishes, and let it order magnetically below a temperature \(T_C\). If the lowest coupling between polarization and magnetization \(M\) is the biquadratic energy density \(\tfrac12\gamma P^2M^2\), the inverse dielectric susceptibility is

\[
\chi^{-1}(T)=a(T)+\gamma M_s(T)^2 .
\tag{1}
\]

Here \(M_s\) is the spontaneous magnetization, and \(a(T)\) is the inverse susceptibility the crystal would have without magnetic order. Above \(T_C\), \(M_s=0\) and \(\chi^{-1}=a(T)\). Below \(T_C\), the departure from the continued background \(a(T)\) is proportional to \(M_s^2\), with the coupling constant as the slope.

Two qualifications belong to the statement. The linear law concerns \(\chi^{-1}-a(T)\), not the raw \(\chi^{-1}\), because \(a\) itself drifts with temperature. And the crystal must be paraelectric: if it is already ferroelectric, a linear law survives in a simple model, but with a different slope and with a jump at the magnetic transition.

### Free energy and conventions

The free-energy density is

\[
F(P,M)=\tfrac12 aP^2+\tfrac14 bP^4+f(M,T)+\tfrac12\gamma P^2M^2-EP .
\tag{2}
\]

\(E\) is the macroscopic field inside the crystal and \(P\) is the polarization along it. The quartic coefficient \(b\) is positive. The function \(f\) is the magnetic free energy without polarization. It is even in \(M\), because reversing time reverses \(M\) and leaves the energy unchanged when no magnetic field acts.

The same symmetry forbids a term \(PM\) if time reversal is a symmetry of the disordered phase, since such a term would change sign. A term \(PM^2\) is forbidden if the disordered phase has inversion symmetry, which reverses \(P\) but not \(M\). The product \(P^2M^2\) is even under both operations, so symmetry cannot remove it.

Three further assumptions are made. The order is uniform inside a magnetic domain. The coupling does not depend on the angle between \(P\) and \(M\). Each order parameter takes the value that minimizes \(F\), so thermal fluctuations about the minimum are neglected; this is the mean-field approximation.

The magnetization in (2) is the local one. A sample divided into domains may have no net magnetization, yet \(M^2=M_s^2\) inside every domain, and under isotropic coupling all domains contribute alike.

The inverse susceptibility is defined as the slope of field against polarization at zero field,

\[
\chi^{-1}=\left.\frac{dE}{dP}\right|_{E=0}=\frac{1}{\varepsilon_0(\varepsilon_r-1)},
\tag{3}
\]

with \(\varepsilon_r\) the relative permittivity. The second form follows from \(P=\varepsilon_0(\varepsilon_r-1)E\). The total derivative means that \(M\) may readjust while \(P\) changes, as it does in a slow measurement.

### Elimination of the magnetization

At equilibrium both partial derivatives of \(F\) vanish. Differentiating (2) gives two equations of state:

\[
E=aP+bP^3+\gamma PM^2,
\tag{4}
\]

\[
f_M+\gamma P^2M=0 ,
\tag{5}
\]

where subscripts denote derivatives. Equation (5) makes \(M\) a function of \(P\). Differentiating it with respect to \(P\), with \(M=M(P)\), gives

\[
f_{MM}\frac{dM}{dP}+2\gamma PM+\gamma P^2\frac{dM}{dP}=0,
\]

and therefore, if the denominator does not vanish,

\[
\frac{dM}{dP}=-\frac{2\gamma PM}{f_{MM}+\gamma P^2}.
\tag{6}
\]

Now differentiate (4) in the same way:

\[
\frac{dE}{dP}=a+3bP^2+\gamma M^2+2\gamma PM\frac{dM}{dP}.
\]

Inserting (6) gives

\[
\frac{dE}{dP}=a+3bP^2+\gamma M^2-\frac{4\gamma^2P^2M^2}{f_{MM}+\gamma P^2}.
\tag{7}
\]

The first three terms are the stiffness against polarization at fixed \(M\). The last is the softening gained because \(M\) relaxes; it is negative when the magnetic state is a minimum, since the denominator is then positive.

In the paraelectric state, \(P=0\) solves (4) at \(E=0\), and (5) reduces to \(f_M=0\), whose stable solution is \(M_s\). Both the term \(3bP^2\) and the relaxation term vanish, and (7) becomes (1).

The relaxation term drops out for a physical reason. The polarization acts on the magnet through \(P^2\), so away from \(T_C\) a small \(P\) changes an existing \(M\) at second order. The resulting change in \(E\) is of third order and does not affect the initial slope. The form of \(f\) therefore enters through \(M_s(T)\) and in no other way.

### Sign, stability and higher couplings

If \(\gamma>0\), magnetic order stiffens the crystal against polarization and lowers the permittivity. If \(\gamma<0\), it softens the crystal and raises the permittivity. Equation (1) requires the paraelectric state to be stable against small polarization:

\[
a(T)+\gamma M_s^2>0 .
\]

For negative \(\gamma\) this can fail as \(M_s\) grows. The crystal then becomes ferroelectric, and (1) no longer describes it. The condition guards only against small polarization. If the negative coupling is strong, a state with large \(P\) and \(M\) can become lower in energy while the condition still holds, and the crystal can then change discontinuously.

The law also depends on stopping at the biquadratic term. A further coupling \(\tfrac12\gamma_4P^2M^4\) would add \(\gamma_4PM^4\) to the right side of (4), and hence \(\gamma_4M_s^4\) to \(\chi^{-1}\). A plot against \(M_s^2\) would then be curved. Linearity over a wide range thus requires \(|\gamma_4|M_s^2\ll|\gamma|\).

Strain, by contrast, preserves the law. Let \(u\) be a strain, \(C\) its elastic stiffness, \(rM^2\) the strain that magnetic order produces, and \(\kappa\) the derivative of \(a\) with respect to \(u\). The added energy is

\[
F_u=\tfrac12Cu^2-CruM^2+\tfrac12\kappa uP^2 .
\]

Setting \(\partial F_u/\partial u=0\) gives \(u=rM^2-\kappa P^2/(2C)\). Completing the square, the minimum is

\[
F_u=-\tfrac12C\left(rM^2-\frac{\kappa P^2}{2C}\right)^2
=-\tfrac12Cr^2M^4+\tfrac12\kappa rP^2M^2-\frac{\kappa^2P^4}{8C}.
\]

The middle term has the form of the original coupling. At constant stress, \(\gamma\) in (1) is therefore replaced by \(\gamma+\kappa r\). The other two terms change the quartic coefficients and leave the argument intact.

### The kink at the transition

The temperature dependence near \(T_C\) needs a magnetic model. Take spins of quantum number \(S\) in mean field, with \(m=M/M_0\) and \(M_0\) the saturation magnetization. With \(k\) the Boltzmann constant and \(J\) an exchange constant, defined so that the exchange energy per spin is \(-\tfrac12Jm^2\), the free energy per spin is

\[
\phi=-\tfrac12Jm^2+kT(xm-\ln Z),\qquad Z=\sum_{j=-S}^{S}e^{xj/S},
\]

where \(x\) is a reduced molecular field and \(m=d\ln Z/dx\). The second term of \(\phi\) is minus temperature times entropy. Differentiating with respect to \(x\),

\[
\frac{d\phi}{dx}=-Jm\frac{dm}{dx}+kT\left(m+x\frac{dm}{dx}-m\right)=(kTx-Jm)\frac{dm}{dx},
\]

so equilibrium requires \(x=Jm/(kT)\). The geometric sum is \(Z=\sinh(c_1x)/\sinh(c_2x)\), with \(c_1=(2S+1)/(2S)\) and \(c_2=1/(2S)\). Hence

\[
m=c_1\coth(c_1x)-c_2\coth(c_2x).
\tag{8}
\]

For small \(y\), \(\coth y=1/y+y/3-y^3/45+\dots\). The terms in \(1/x\) cancel, leaving

\[
m=\tfrac13(c_1^2-c_2^2)x-\tfrac1{45}(c_1^4-c_2^4)x^3+\dots
\]

Define \(q=c_1^2-c_2^2=(S+1)/S\) and \(p=c_1^2+c_2^2=[S^2+(S+1)^2]/(2S^2)\), so that \(c_1^4-c_2^4=qp\). The ordered solution begins where \(m=\tfrac13qJm/(kT)\), which gives \(J=3kT_C/q\). With \(t=T/T_C\), therefore, \(x=3m/(qt)\), and the expansion becomes

\[
m=\frac mt-\frac{3p}{5q^2}\frac{m^3}{t^3}.
\]

Dividing by \(m\) and solving,

\[
m^2=\frac{5q^2}{3p}\,t^2(1-t)\simeq c_S(1-t),\qquad
c_S=\frac{10}{3}\,\frac{(S+1)^2}{S^2+(S+1)^2}.
\tag{9}
\]

Only the leading order in \(1-t\) is reliable, because the omitted \(x^5\) term enters at the same order as the factor \(t^2\). For \(S=7/2\) at \(t=0.95\), (8) gives \(m^2=0.101\), against 0.094 with the factor \(t^2\) and 0.104 without it. Thus \(M_s^2\simeq M_0^2c_S(1-T/T_C)\) just below \(T_C\). From (1), the temperature slope of \(\chi^{-1}\) is \(a'=da/dT\) above the transition, and just below it is

\[
\frac{d\chi^{-1}}{dT}=a'-\frac{\gamma M_0^2c_S}{T_C}.
\tag{10}
\]

The susceptibility is continuous at \(T_C\) and has a kink there. This linear onset, and with it the size of the kink, belongs to mean field; the relation (1) between \(\chi^{-1}\) and \(M_s^2\) did not use it.

If the drift of the background is ignored and the change is measured from \(a(T_C)\), the apparent coupling near \(T_C\) is

\[
\gamma_{\rm app}=\frac{\chi^{-1}(T)-a(T_C)}{M_s^2}
\simeq\gamma+\frac{a'(T-T_C)}{M_0^2c_S(1-T/T_C)}
=\gamma-\frac{a'T_C}{c_SM_0^2}.
\tag{11}
\]

The error does not vanish as \(T\to T_C\), because drift and \(M_s^2\) are both linear in \(T_C-T\). A plot can therefore look straight and still give the wrong coupling.

### A crystal that is already ferroelectric

Let \(a<0\), so that polarization exists before magnetic order appears, and take \(f=\tfrac12AM^2+\tfrac14\beta M^4\) with \(\beta>0\). At \(E=0\) with \(P\) and \(M\) both nonzero, dividing (4) by \(P\) and (5) by \(M\) gives

\[
a+bP^2+\gamma M^2=0,\qquad A+\beta M^2+\gamma P^2=0 .
\tag{12}
\]

The first equation yields \(P^2=P_0^2-\gamma M_s^2/b\), where \(P_0^2=-a/b\) is the squared polarization without magnetic order. It also reduces the fixed-\(M\) stiffness in (7) to

\[
a+3bP^2+\gamma M^2=2bP^2 .
\]

The second equation reduces the denominator in (7) to

\[
f_{MM}+\gamma P^2=A+3\beta M^2+\gamma P^2=2\beta M^2 .
\]

The factor \(M^2\) now cancels from the relaxation term, which becomes \(4\gamma^2P^2M^2/(2\beta M^2)=2\gamma^2P^2/\beta\). Hence

\[
\chi^{-1}=2\left(b-\frac{\gamma^2}{\beta}\right)\left(P_0^2-\frac{\gamma}{b}M_s^2\right).
\tag{13}
\]

This state is a minimum if the determinant of second derivatives is positive, \((2bP^2)(2\beta M^2)-(2\gamma PM)^2>0\), which means \(b\beta>\gamma^2\).

Just above the magnetic transition \(M=0\), the relaxation term is absent, and \(\chi^{-1}=2bP_0^2\). As \(M_s\to0\) from below, (13) tends to \(2(b-\gamma^2/\beta)P_0^2\). The static inverse susceptibility therefore falls by \(2\gamma^2P_0^2/\beta\) on entering the ordered phase, whatever the sign of \(\gamma\). Near the transition the magnetic stiffness \(2\beta M^2\) vanishes, but so does the square of the coupling \(2\gamma PM\) between small changes of \(P\) and \(M\). Both are proportional to \(M^2\), so their ratio, the relaxation term, stays finite.

If the probe is too fast for \(M\) to follow, the relaxation term is absent below the transition as well, and \(\chi^{-1}=2bP^2=2bP_0^2-2\gamma M_s^2\), without a jump. Both forms give straight lines in \(M_s^2\) when \(a\) is constant; if \(a\) varies with temperature, \(P_0^2\) supplies a moving background.

For the dimensionless values \(a=-1\), \(b=2\), \(\beta=0.8\) and \(\gamma=0.4\), \(P_0^2=0.5\). The value above the transition is \(2\times2\times0.5=2.0\). Since \(b-\gamma^2/\beta=1.8\), the value just below is \(1.8\). The static slope is \(-2\times1.8\times0.4/2=-0.72\), and the slope with \(M\) held fixed is \(-0.80\). Numerical solution of (4) and (5) in small fields of both signs gives \(2.0000\), \(1.8000\) and \(-0.7200\) for the three static quantities; the last two are the intercept and slope of a straight line fitted to states inside the ordered phase.

## Second derivation, comparison and example

### Symbols and results carried over

\(P\), \(M\) and \(E\) are the polarization, local magnetization and macroscopic field. The free-energy density has polarization coefficients \(a(T)\) and \(b\), a magnetic part \(f(M,T)\), and the coupling \(\tfrac12\gamma P^2M^2\). \(M_s\) is the spontaneous and \(M_0\) the saturation magnetization, and \(m=M_s/M_0\). For a paraelectric crystal, the equations of state gave \(\chi^{-1}=a+\gamma M_s^2\). Near \(T_C\), mean field gave \(M_s^2\simeq M_0^2c_S(1-T/T_C)\). For a ferroelectric crystal with \(f=\tfrac12AM^2+\tfrac14\beta M^4\), the static result was \(\chi^{-1}=2(b-\gamma^2/\beta)P^2\).

The equations of state have shown that, in a paraelectric crystal with biquadratic coupling, magnetic order shifts \(\chi^{-1}\) from its background by \(\gamma M_s^2\), while a ferroelectric crystal has a different slope and a jump in the static response. What remains is to derive the law again from the energy at fixed polarization, compare the two routes, examine correlations beyond mean field, and work through a numerical example.

All numerical values are calculated from the stated model.
